# Lateral thermal healing length of a silicon film on oxide

By Fourier's law, heat put into a 20 nm silicon film on 100 nm of oxide travels just under 200 nm sideways before the film's temperature rise above the substrate has fallen by a factor $e$. That is more than nine film thicknesses and almost twice the oxide thickness. Neither thickness alone sets this length. A one-line estimate gives a decay length of 189.0 nm, and a full solution of the same two layers gives 198.1 nm for the decay far from the heater. Both the length and the 4.8 % difference follow from an expansion that treats the layer thicknesses as small compared with the decay length.

## The model

The film has thickness $t_s=20$ nm and conductivity $k_s=25$ W/(m K). The oxide has $t_{ox}=100$ nm and $k_{ox}=1.4$ W/(m K). A straight heater runs across the film at $x=0$, and nothing varies along it. The temperature rise above the substrate is $\theta$. The state is steady, the top surface loses no heat, and the lower face of the oxide is held at $\theta=0$. Fourier's law is assumed in both layers, with no resistance at their contact. These last assumptions are examined further on.

## Leading order: the film as a leaking fin

Suppose that $\theta$ is uniform through the film and that heat crosses the oxide vertically. Per unit length of heater, the film carries the sideways heat flow $-k_s t_s\,\theta'(x)$, where the prime means $d/dx$. A strip of width $dx$ gains the difference between what enters and what leaves,

$$-k_s t_s\theta'(x)+k_s t_s\theta'(x+dx)=k_s t_s\theta''\,dx ,$$

and loses $(k_{ox}/t_{ox})\,\theta\,dx$ to the substrate. In steady state the two are equal:

$$k_s t_s\,\theta''=\frac{k_{ox}}{t_{ox}}\,\theta .$$

Trying $\theta\propto e^{-x/L_0}$ for $x>0$ gives $k_s t_s/L_0^2=k_{ox}/t_{ox}$. The growing exponential is rejected because the rise must vanish far away. Hence

$$L_0=\sqrt{\frac{k_s t_s t_{ox}}{k_{ox}}}
=\sqrt{\frac{25\times20\times100}{1.4}}\ \text{nm}
=\sqrt{35714}\ \text{nm}=189.0\ \text{nm}=0.189\ \mu\text{m}.$$

The square root comes from a competition. Over a distance $L$, the film's sideways resistance grows as $L/(k_s t_s)$, while the oxide's leakage resistance falls as $t_{ox}/(k_{ox}L)$. They are equal at $L=L_0$. A 10 % change in any one of the four inputs, with the others fixed, therefore changes $L_0$ by about 5 %.

The heater fixes the amplitude. Let it deliver $P'$ per unit length. By symmetry half flows each way, and at $x=0^+$ the slope is $-\theta(0)/L_0$, so

$$\frac{P'}{2}=k_s t_s\frac{\theta(0)}{L_0},\qquad
\theta(0)=\frac{P'L_0}{2k_s t_s}.$$

For $P'=0.10$ mW/µm, which is 100 W/m,

$$\theta(0)=\frac{100\times189.0\times10^{-9}}{2\times25\times20\times10^{-9}}\ \text{K}=18.9\ \text{K}.$$

The leakage is proportional to $\theta$, so the fraction of the heat that escapes within $L_0$ of the heater is $\int_0^{1}e^{-u}du=1-1/e=63.2\,\%$, with $u=x/L_0$.

## Which ratio must be small

Two approximations were made, and each has its own ratio. Uniformity through the film requires the film's vertical resistance to be small beside that of the oxide:

$$\frac{t_s/k_s}{t_{ox}/k_{ox}}=\frac{0.80}{71.43}=0.0112=\frac{t_s^2}{L_0^2}.$$

The last equality follows by inserting the formula for $L_0^2$. Vertical flow in the oxide requires the oxide to be thin compared with the decay length:

$$\varepsilon=\frac{t_{ox}^2}{L_0^2}=\frac{k_{ox}t_{ox}}{k_s t_s}=\frac{140}{500}=0.28 .$$

This second ratio compares the sideways conductances of the two layers. The oxide conducts poorly, but it is five times thicker than the film. The first approximation is very good and the second is moderate, so the main correction should come from sideways flow in the oxide.

## The two-layer problem without these approximations

Measure $z$ downward from the top surface and seek a solution $\theta=e^{-qx}Z(z)$ with $q=1/L$. In each layer $\partial^2\theta/\partial x^2+\partial^2\theta/\partial z^2=0$, which gives $Z''=-q^2Z$. The solutions are sines and cosines in $z$.

No heat leaves the top, so $Z'(0)=0$ and $Z=\cos qz$ in the film. The bottom of the oxide has $Z=0$, so there $Z=B\sin q(t_s+t_{ox}-z)$. With $a=qt_s$ and $b=qt_{ox}$, the conditions at the contact are

$$\cos a=B\sin b\quad\text{(temperature)},\qquad
k_s q\sin a=k_{ox}qB\cos b\quad\text{(downward flux)}.$$

Dividing the second by the first gives $k_s\tan a=k_{ox}/\tan b$, or

$$\tan\frac{t_s}{L}\,\tan\frac{t_{ox}}{L}=\frac{k_{ox}}{k_s}.$$

The smallest positive root $q$ belongs to the slowest decay. Its numerical value is $L=198.1$ nm. For these thicknesses there is no other root until $b$ exceeds $\pi$: between $\pi/2$ and $\pi$, $\tan b$ is negative while $\tan a$, with $a=b/5$, is positive. The other modes therefore decay over less than $t_{ox}/\pi\approx32$ nm, and far from the heater the slowest one remains. A separate two-dimensional solution with the heater included gives a fitted far decay length of 198.1 nm, in agreement.

## The first correction

For small arguments $\tan u=u+u^3/3+2u^5/15+\dots$. To first order beyond the leading term,

$$ab\left(1+\frac{a^2+b^2}{3}\right)=\frac{k_{ox}}{k_s}.$$

Since $ab=t_st_{ox}/L^2$, multiplying by $L^2k_s/k_{ox}$ gives

$$L^2=L_0^2\left(1+\frac{t_s^2+t_{ox}^2}{3L^2}\right).$$

In the small term $L^2$ may be replaced by $L_0^2$, because the difference is of higher order. The result is

$$L^2\simeq L_0^2+\frac{t_s^2+t_{ox}^2}{3}.$$

For the example, $L^2\simeq35714+3467=39181$ nm², so $L\simeq197.9$ nm. This recovers nearly all of the difference between 189.0 and 198.1 nm. Of the 3467 nm², the oxide supplies 3333 and the film 133, as the two ratios suggested.

The small remaining difference, about 0.1 nm before rounding, can be traced to the next order. Write $S=t_s^2+t_{ox}^2$. Keeping the fifth-power terms and the product of the two cubic terms gives

$$L^2=L_0^2\left[1+\frac{S}{3L^2}+\frac{M}{L^4}\right],\qquad
M=\frac{2(t_s^4+t_{ox}^4)}{15}+\frac{t_s^2t_{ox}^2}{9}.$$

Now $L^2\simeq L_0^2+S/3$ must be used in the second term, which becomes $L_0^2S/(3L^2)\simeq S/3-S^2/(9L_0^2)$. The new contribution to $L^2$ is therefore

$$\frac{M-S^2/9}{L_0^2}=\frac{1}{L_0^2}\left[\frac{t_s^4+t_{ox}^4}{45}-\frac{t_s^2t_{ox}^2}{9}\right]\approx50\ \text{nm}^2 .$$

The total, 39231 nm², gives $L=198.1$ nm.

## What the correction means

The flux entering the oxide from a film at $\theta$ is $k_{ox}q\cot b\;\theta$. With $\cot b\simeq1/b-b/3$ and $q^2\theta=\theta''$, it becomes

$$\frac{k_{ox}}{t_{ox}}\theta-\frac{k_{ox}t_{ox}}{3}\theta'' .$$

Putting this leakage into the film's heat balance and moving the second term to the left gives

$$\left(k_st_s+\frac{k_{ox}t_{ox}}{3}\right)\theta''=\frac{k_{ox}}{t_{ox}}\theta .$$

The oxide thus acts as an extra sideways path with one third of its own sheet conductance. A better sideways path lengthens the decay.

The same equation predicts a lower peak. Replacing $k_st_s$ by the larger conductance in $\theta(0)=P'L/(2k_st_s)$, and in $L$ itself, divides the peak by $\sqrt{1+\varepsilon/3}=1.046$, giving 18.1 K. The two-dimensional solution gives a film-average peak of 18.3 K, against 18.9 K for the fin. The correction has the right sign but overshoots. Near the heater the slope changes abruptly, which involves wavenumbers with $qt_{ox}$ well above 1. For a sinusoidal profile $\theta''=-q^2\theta$, and the corrected equation contains an extra leakage $k_{ox}t_{ox}q^2\theta/3$. The true leakage for large $qt_{ox}$ tends to $k_{ox}q\theta$, which is smaller once $qt_{ox}>3$. The corrected equation drains these short-wave parts too strongly and puts the peak too low.

The share of heat reaching the substrate within 189 nm of the heater is 59.9 % in two dimensions, against 63.2 % for the fin. The longer decay length alone would give $1-e^{-189.0/198.1}\approx61.5\,\%$. Two further effects partly cancel. Close to the heater the film loses more heat than a pure exponential would, so about 65 % leaves the film within 189 nm. Some of that heat then moves outward on its way down through the oxide and reaches the substrate farther away. The flux leaving the oxide's lower face is $k_{ox}q\,\theta/\sin b$, and with $1/\sin b\simeq1/b+b/6$ it becomes $(k_{ox}/t_{ox})\,[1+t_{ox}^2/(6L^2)]\,\theta$. Its integral from $x$ outward is $(k_{ox}L/t_{ox})\,[1+t_{ox}^2/(6L^2)]\,\theta(0)e^{-x/L}$. The corrected equation has the sideways conductance $k_{ox}L^2/t_{ox}$, so its peak obeys $P'/2=k_{ox}L\,\theta(0)/t_{ox}$. The share drained beyond $x$ is therefore $e^{-x/L}[1+t_{ox}^2/(6L^2)]$. At 189 nm this leaves $1-0.385\times1.042\approx60\,\%$ within, in agreement with the two-dimensional solution.

## Two limits

If the film conducts much better, $\varepsilon$ becomes small and the fin formula should become accurate. With $k_s=2500$ W/(m K) and everything else fixed, the fin gives 1889.8 nm and the full two-layer calculation 1890.7 nm. The first correction predicts a difference of $3467/(2\times1889.8)\approx0.9$ nm, as found.

In the opposite limit the oxide is so thick that $k_{ox}t_{ox}\gg k_st_s$. The film is still thin compared with $L$, so $\tan a\simeq t_s/L$ and

$$\tan b=\frac{k_{ox}L}{k_st_s}\gg1 .$$

Hence $b$ is close to $\pi/2$. Write $b=\pi/2-\delta$, so that $\tan b\simeq1/\delta$. With $L\simeq2t_{ox}/\pi$ this gives $\delta\simeq\pi k_st_s/(2k_{ox}t_{ox})$, and

$$L=\frac{t_{ox}}{\pi/2-\delta}\simeq\frac{2t_{ox}}{\pi}\left(1+\frac{2\delta}{\pi}\right)=\frac{2}{\pi}\left(t_{ox}+\frac{k_st_s}{k_{ox}}\right).$$

The decay length now grows linearly with oxide thickness, and the square-root law fails. The change of regime occurs around $t_{ox}\sim k_st_s/k_{ox}\approx357$ nm for this film. The 100 nm oxide lies on the fin side, but not far inside it.

## Contacts, cover and substrate

A resistance at each face of the oxide adds to the vertical path. With a rough 5 m² K/GW per face, the fin formula lengthens $L$ by the factor $\sqrt{(71.43+10)/71.43}=1.068$. The full two-layer calculation gives 211.0 nm, which is 6.5 % above 198.1 nm.

An oxide cover with an insulated top follows the film temperature and adds a parallel sideways path. For a 100 nm cover the fin factor is $\sqrt{(500+140)/500}=1.131$. The full calculation gives 223.7 nm, an increase of 12.9 %.

The substrate is not perfectly isothermal. A temperature $\cos(qx)\,e^{-qz}$ in a deep substrate of conductivity $k_{sub}$, with $z$ now measured from its surface, drives a surface flux $k_{sub}q$ times the surface temperature. Its resistance is $1/(k_{sub}q)$. With $q=1/L_0$ and a rough 150 W/(m K), this is 1.26 m² K/GW, under 2 % of the oxide's resistance, so the decay relative to the local substrate surface hardly changes. The substrate itself also warms, however, and over distances much larger than $L$. For a long heater at 100 W/m on a 500 µm substrate with a cold back face, the substrate surface is about 1.7 K warm at 200 nm from the heater and still about 1.4 K at 1 µm, where it makes up most of the film's rise. Out to about 1 µm, the exponential therefore describes the film's rise above the local substrate surface, not above a distant heat sink. Farther out, the curved temperature profile of the substrate makes even this difference fall more slowly than an exponential.

## Where Fourier's law becomes doubtful

The film conductivity is far below that of bulk silicon because phonons strike the surfaces. A simple model gives all phonons the same mean free path $\Lambda$ in the bulk and lets the surfaces scatter them diffusely. Each phonon carries the temperature of the place where it last scattered, a distance $s$ back along its direction, whose $x$ component is $n_x$. The heat flux is then proportional to $\langle n_xT(x-n_xs)\rangle$, averaged over directions, path lengths and depth in the film.

For a uniform gradient $G$, $T(x-n_xs)=T(x)-Gn_xs$. The first term averages to zero, since $n_x$ is as often positive as negative, and the flux is proportional to $-G\langle n_x^2s\rangle$. In the bulk $\langle n_x^2s\rangle=\Lambda/3$, so

$$\frac{k_{film}}{k_{bulk}}=\frac{3\langle n_x^2s\rangle}{\Lambda}.$$

With rough values $\Lambda=300$ nm and $k_{bulk}=150$ W/(m K), the ratio is 0.159 and the film conductivity 23.8 W/(m K). The assumed 25 W/(m K) is therefore plausible.

For $T=T_1\sin qx$, the flux at $x=0$ is proportional to $-T_1\langle n_x\sin(qn_xs)\rangle$, while the gradient there is $qT_1$. Hence

$$\frac{k(q)}{k(0)}=\frac{\langle n_x\sin(qn_xs)\rangle}{q\langle n_x^2s\rangle}.$$

At $q=1/L_0$ this ratio is 0.84. Since $L_0\propto\sqrt{k_s}$, a conductivity lower by this factor would shorten the length by about 8 %. This figure belongs to a single wavenumber and is not the error of the whole profile: the profile near a heater contains many wavenumbers, and the film conducts the shorter waves still less well.

In this model the exponential cannot continue indefinitely. Looking back toward the heater along a path nearly parallel to the film, the temperature grows as $e^{s/L}$ while the chance of an unscattered flight falls as $e^{-s/\Lambda}$. Here $\Lambda/L_0=1.59$, so the product grows with $s$. Sufficiently far out, phonons flying along the film must shape the tail. Solving the fin balance with $k(q)$, scaled so that $k(0)=25$ W/(m K), gives a local decay length of about 175 nm at 200 nm from a narrow heater and about 215 nm at 800 nm, instead of a constant 189 nm. Close to the heater the film is also hotter than Fourier's law predicts, by an amount that grows as the heater narrows: at 100 W/m the peak is about 23 K instead of 17 K for a Gaussian heater of 20 nm standard deviation, and above 30 K instead of 18.5 K for 5 nm. The Fourier peak values found earlier are therefore underestimates for narrow heaters in this model.

## Comparison with real devices

Silicon-on-insulator wafers have films from several nanometres upward and buried oxides from a few tens to a few hundred nanometres, roughly speaking, so the example lies within the practical range. A thinner oxide shortens the length: at fixed film properties, a quarter of the oxide thickness halves $L_0$. Real devices break the assumption of a bare top: they are covered by dielectrics and metal. The oxide cover above moves the result by 13 %; metal lines could move it further and also carry heat away, which this model omits. Operation at 400 K acts the other way. If the bulk phonon path falls roughly as $T^{-1.3}$, from 300 to 206 nm, the film conductivity falls by only 11 %, because the surfaces already limit many paths. With the oxide conductivity held fixed, $L$ shortens by about 6 % in the fin formula and about 5 % in the full two-layer calculation.

For the bare stack, a length of about 190 nm is thus a sound Fourier estimate of how the film's rise above the local substrate surface decays. The assumed contact resistance lengthens it by 6.5 %, and operation at 400 K shortens it by 5 to 6 % in the single-path model with the oxide conductivity held fixed; the rise of the real oxide's conductivity with temperature would shorten it somewhat more. In the model with a single phonon path, phonon flight changes the profile more strongly close to the heater and far out in the tail; real silicon has a broad spread of paths, so the size of these changes remains uncertain. The numerical output below gives most of the individual values.

## Computed values

```
Film conductivity: 25.0 W/(m K)
Film thickness: 20.0 nm
Oxide conductivity: 1.4 W/(m K)
Oxide thickness: 100.0 nm
Fin healing length L0: 189.0 nm
Fin healing length L0: 0.189 um
L0 squared: 35714 nm^2
Correction (t_s^2+t_ox^2)/3: 3467 nm^2
Length from expansion: 197.9 nm
Length from matching condition: 198.1 nm
Length from layer diagonalization: 198.1 nm
Full two-layer length relative to L0: 4.8 %
Test film of high conductivity: 2500 W/(m K)
Its fin length: 1889.8 nm
Its diagonalized length: 1890.7 nm
Film vertical resistance: 0.80 m^2 K/GW
Oxide vertical resistance: 71.43 m^2 K/GW
Film/oxide resistance ratio: 0.0112 (no unit)
Heater power per length: 0.10 mW/um
Peak rise, fin: 18.90 K
Peak film-average rise, 2D: 18.27 K
Decay length fitted to 2D heater: 198.1 nm
Heat drained within L0, fin: 63.2 %
Heat drained within L0, 2D: 59.9 %
Rough resistance per oxide face: 5.0 m^2 K/GW
Length with both face resistances: 211.0 nm
Change from face resistances: 6.5 %
Oxide cover thickness: 100.0 nm
Length with oxide cover: 223.7 nm
Change from oxide cover: 12.9 %
Substrate spreading resistance: 1.26 m^2 K/GW
Length change from substrate: 0.9 %
Rough bulk Si conductivity: 150 W/(m K)
Rough bulk phonon path: 300 nm
Film/bulk conductivity, quadrature: 0.1587 (no unit)
Film/bulk conductivity, random paths: 0.1581 (no unit)
Estimated film conductivity: 23.8 W/(m K)
Bulk phonon path / L0: 1.59 (no unit)
k(q)/k(0) at q=1/L0, quadrature: 0.839 (no unit)
k(q)/k(0) at q=1/L0, random paths: 0.839 (no unit)
Size of non-Fourier effect on length: 8.4 %
Higher operating temperature: 400 K
Exponent of bulk path fall with T: 1.3 (no unit)
Bulk phonon path when hot: 206 nm
Film conductivity hot/300 K: 0.888 (no unit)
Length change when hot: -5.8 %
```
